# Parametrization dependence of Douglas-Kroll-Hess Hamiltonians at fifth order, part 2

The Douglas-Kroll-Hess (DKH) procedure decouples the positive- and negative-energy states of a Dirac Hamiltonian in steps, order by order in the potential $V$. Each step can use different unitary forms, and the question is how the result depends on that choice.

Atomic units are used, with $c$ the speed of light. The large component is expanded in orthonormal $\chi_i$ that diagonalize $\mathbf p^2$ with eigenvalues $p_i^2$, the small one in $\boldsymbol\sigma\cdot\mathbf p\,\chi_i/p_i$. The matrices of $V$ in these bases are $V^L$ and $V^S$. The free energies are $\pm\varepsilon_i$, $\varepsilon_i=\sqrt{c^4+c^2p_i^2}$, and the free states follow from a rotation by $\theta_i$:

$$\tan\theta_i=\frac{\sin2\theta_i}{1+\cos2\theta_i}=\frac{cp_i}{\varepsilon_i+c^2}.\tag{4}$$

With $c_i=\cos\theta_i$ and $s_i=\sin\theta_i$,

$$V^{++}_{ij}=c_ic_jV^L_{ij}+s_is_jV^S_{ij},\quad V^{--}_{ij}=s_is_jV^L_{ij}+c_ic_jV^S_{ij},\quad V^{+-}_{ij}=-c_is_jV^L_{ij}+s_ic_jV^S_{ij}.\tag{5}$$

The Hamiltonian is $H=\mathcal E_0+\mathcal E_1+\mathcal O_1$, where $\mathcal E_0=\mathrm{diag}(\varepsilon_i,-\varepsilon_i)$ and $\mathcal E_1,\mathcal O_1$ are the even (block-diagonal) and odd (block off-diagonal) parts of (5). Orders count powers of $\lambda$ under $V\to\lambda V$. The case of one state per block is

$$H=\begin{pmatrix}h_+&\lambda o\\ \lambda o&h_-\end{pmatrix},\qquad h_\pm=\varepsilon_\pm+\lambda e_\pm .\tag{1}$$

With $d_a$ the diagonal elements of $\mathcal E_0$, any matrix $A$ obeys

$$[A,\mathcal E_0]_{ab}=A_{ab}\,(d_b-d_a).\tag{7}$$

Step $k$ applies a unitary $f(W_k)$, $f(x)=1+a_1x+a_2x^2+\dots$, with real coefficients and $a_1=1$. The anti-Hermitian $W_k$ is

$$W_{ab}=\frac{\mathcal O_{ab}}{d_a-d_b},\tag{8}$$

with $\mathcal O$ the odd term of order $k$ then present, which is $\mathcal O_2=[W_1,\mathcal E_1]$ for $k=2$. The final even term of order $m$ is $\mathcal E_m$, and the DKH$m$ Hamiltonian $h_m$ is the upper block of $\mathcal E_0+\dots+\mathcal E_m$. A superscript $0$ marks the exponential form in all steps, and $\Delta$ the change from it. The result so far is

$$\mathcal E_m=\mathcal E_m^0\quad(m\le4),\qquad \mathcal E_5=\mathcal E_5^0+b\,[X,\mathcal E_0],\qquad X=[W_2,W_1^3],\quad b=a_{1,3}-\tfrac16 .\tag{17}$$

Here $a_{1,3}$ is $a_3$ of step 1. The forms compared are exponential ($b=0$), square root ($-1/6$), Cayley ($1/12$) and McWeeny ($1/3$). The fully decoupled Hamiltonians are related by $H'=SH^0S^\dagger$, with $S$ unitary, even and equal to $1+bX+\mathrm O(V^6)$.

### The fifth-order term is not zero in general

By (7), $[X,\mathcal E_0]$ vanishes exactly when $X$ joins only states of equal free energy. This happens if $\mathcal O_1=0$, as for a constant potential, for the real $1+1$ blocks of (1), where $X=0$, and when all states in each block are degenerate. The statement that the dependence begins at fifth order therefore needs one case in which the term is nonzero.

Take the one-dimensional Dirac operator $p\,\sigma_x+\sigma_z+V$ (units $m=c=1$) projected on two plane waves $p_1,p_2$, with real matrix elements $V_{11},V_{22}$ and $V_{12}=V_{21}=v$. For a local potential both diagonal elements equal the spatial average of $V$, so $V_{11}=V_{22}$. Unequal values, which correspond to a nonlocal $V$, are allowed here because the leading terms (26) and (29) below turn out not to depend on them. Here $V$ acts identically on both components, $V^L=V^S$, and (5) gives $V^{++}_{ij}=V^{--}_{ij}=V_{ij}\cos(\theta_i-\theta_j)$ and $V^{+-}_{ij}=V_{ij}\sin(\theta_i-\theta_j)$. With $s=\sin(\theta_2-\theta_1)$ and $q=\cos(\theta_2-\theta_1)$, both blocks of $\mathcal E_1$ equal $e$, and the $+-$ block of $\mathcal O_1$ is $vsJ$:

$$e=\begin{pmatrix}V_{11}&vq\\vq&V_{22}\end{pmatrix},\qquad J=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.$$

In (8) the denominators of the $+-$ block are $\varepsilon_i+\varepsilon_j$. The $-+$ block of a real anti-Hermitian matrix is minus the transpose of the $+-$ block, and $-J^T=J$, so

$$W_1=\omega\begin{pmatrix}0&J\\J&0\end{pmatrix},\qquad\omega=\frac{vs}{\varepsilon_1+\varepsilon_2},\qquad W_1^2=-\omega^2,\qquad W_1^3=-\omega^2W_1 .\tag{24}$$

The $+-$ block of $\mathcal O_2=[W_1,\mathcal E_1]$ is $\omega(Je-eJ)$. From

$$Je=\begin{pmatrix}-vq&-V_{22}\\V_{11}&vq\end{pmatrix},\qquad eJ=\begin{pmatrix}vq&-V_{11}\\V_{22}&-vq\end{pmatrix},$$

the difference has diagonal $(-2vq,\,2vq)$ and both off-diagonal elements equal to $V_{11}-V_{22}$. Division by $\varepsilon_i+\varepsilon_j$ gives the $+-$ block $M$ of $W_2$. It is symmetric, so the $-+$ block is $-M$, and

$$\mathrm{tr}\,M=\omega vq\left(\frac1{\varepsilon_2}-\frac1{\varepsilon_1}\right).$$

The upper block of $[W_2,W_1]$ is $M\,\omega J-\omega J(-M)=\omega(MJ+JM)$. For $M=\mathrm{diag}(a,d)$ both $MJ$ and $JM$ are off-diagonal and their sum is $(a+d)J$, while the off-diagonal part of $M$, a multiple of $\sigma_x$, anticommutes with $J$. Hence $MJ+JM=(\mathrm{tr}\,M)J$, and with the factor $-\omega^2$ from (24),

$$X^{++}=\omega^4vq\,\frac{\varepsilon_2-\varepsilon_1}{\varepsilon_1\varepsilon_2}\,J .\tag{25}$$

With $J_{12}=-1$, (7) and (17) give

$$(\Delta\mathcal E_5)_{12}=-b\,\omega^4vq\,\frac{(\varepsilon_2-\varepsilon_1)^2}{\varepsilon_1\varepsilon_2}=-\frac{b\,v^5s^4q\,(\varepsilon_2-\varepsilon_1)^2}{\varepsilon_1\varepsilon_2(\varepsilon_1+\varepsilon_2)^4}.\tag{26}$$

This is independent of $V_{11}$ and $V_{22}$ and nonzero unless $b$, $v$, $s$, $q$ or $\varepsilon_2-\varepsilon_1$ vanishes.

The momenta $p_1=0$ and $p_2=24/7$ make everything rational: $\varepsilon_1=1$, $\varepsilon_2=25/7$, $\tan\theta_2=(24/7)/(32/7)=3/4$ by (4), so $s=3/5$ and $q=4/5$. With $v=1$, $\omega=(3/5)/(32/7)=21/160$ and $(\varepsilon_2-\varepsilon_1)^2/\varepsilon_1\varepsilon_2=(324/49)(7/25)=324/175$. For the McWeeny form, $b=1/3$,

$$(\Delta\mathcal E_5)_{12}=-\frac13\left(\frac{21}{160}\right)^4\frac45\cdot\frac{324}{175}=-\frac{750141}{5120000000}=-1.465\times10^{-4}\ mc^2 .$$

The explicit series with $V_{11}=-1/3$, $V_{22}=1/2$ returns this fraction exactly, and (26) is also asserted for a second pair of momenta, both nonzero.

### Eigenvalues differ only at sixth order

The change of $h_5$ is a commutator with $\mathcal E_0$, the leading term of a unitary rotation within the positive block. All operators in this part are upper blocks. From $e^{bX}h_5^0e^{-bX}=h_5^0+b[X,h_5^0]+\mathrm O(X^2)$,

$$h_5=h_5^0+b[X,\mathcal E_0]=e^{bX}\Big(h_5^0-b\,[X,\mathcal E_1+\dots+\mathcal E_5^0]+\mathrm O(X^2)\Big)e^{-bX}.\tag{27}$$

So $h_5$ has the spectrum of $h_5^0$ plus a Hermitian perturbation of order six. An eigenvalue of a Hermitian matrix moves by no more than the spectral norm of the perturbation (Weyl's inequality), so in a fixed finite basis and for $\lambda\to0$ all eigenvalues change by $\mathrm O(\lambda^6)$. The same inequality shows that this must be so: after five steps the matrix is isospectral with $H$ and equals $\mathcal E_0+\dots+\mathcal E_5+\mathrm O(\lambda^6)$, so every DKH5 spectrum agrees with the Dirac spectrum through $\lambda^5$.

For a nondegenerate level with normalized eigenvector $\psi$ of $h_5^0$, the shift to first order in $b$ is $b\langle\psi|[X,\mathcal E_0]|\psi\rangle$. Since $\langle\psi|[X,h_5^0]|\psi\rangle=0$ for an eigenvector,

$$\delta E=-b\,\langle\psi|[X,\mathcal E_1+\dots+\mathcal E_5^0]|\psi\rangle+\mathrm O(b^2).\tag{28}$$

Because $h_5$ is exactly linear in $b$, the next term is ordinary second-order perturbation theory, proportional to $b^2$ and negative for the lowest level.

In the model, $\psi$ of the lower level tends to state 1 as $\lambda\to0$, and $[X,e]_{11}=X_{12}e_{21}-e_{12}X_{21}=2vqX_{12}$. With $X_{12}$ from (25), the leading shift is

$$\delta E=2b\,\omega^4v^2q^2\,\frac{\varepsilon_2-\varepsilon_1}{\varepsilon_1\varepsilon_2}.\tag{29}$$

For the numbers above, $\delta E/\lambda^6=\frac23(21/160)^4\cdot\frac{16}{25}\cdot\frac{18}{25}=9.1163\times10^{-5}\,mc^2$. Diagonalizing both $2\times2$ Hamiltonians at $\lambda=10^{-3}$ gives $9.1133\times10^{-5}\,mc^2$, lower by $3\times10^{-4}$ relative to (29), which is the size of a next-order correction linear in $\lambda$. This correction arises from the unequal values $V_{11}=-1/3$, $V_{22}=1/2$; for $V_{11}=V_{22}$ it is absent and the relative deviation is of order $\lambda^2$. The error of the exponential DKH5 level relative to the exact $4\times4$ eigenvalue scales with exponent $6.001$ between $\lambda=10^{-3}$ and $2\times10^{-3}$.

For a Coulomb bound state the power counting must be read with care. Changing the nuclear charge changes $\psi$ completely, so the $\lambda^6$ counting, which lets $\psi$ tend to a free state in a fixed basis, does not carry over, and $\delta E$ need not be proportional to $Z^6$. Its $Z$ dependence is not derived here. Equation (28) does not assume that $\psi$ is near a free state and still applies.

### The 1s level of hydrogen-like tungsten

The ion W$^{73+}$ is treated with a point nucleus, $V=-Z/r$, $Z=74$, $c=137.035999$, $Z/c=0.54000$. Nuclear size and radiative corrections are left out, so the digits below compare Hamiltonians within this model and are not predictions for the real ion. The basis has 22 normalized s Gaussians $e^{-ar^2}$ in geometric progression from $40$ to $9.095\times10^9\ \mathrm{bohr}^{-2}$. For exponents $a,a'$ and $P=a+a'$ the overlap is $S_{aa'}=(2\sqrt{aa'}/P)^{3/2}$, and averages over the weight $r^2e^{-Pr^2}$ are $\langle r^2\rangle=3/2P$, $\langle r\rangle=2/\sqrt{\pi P}$, $\langle1/r\rangle=2\sqrt{P/\pi}$. With $\nabla e^{-ar^2}=-2a\mathbf r\,e^{-ar^2}$ the two gradients are parallel, so the spin-orbit part of $\boldsymbol\sigma\cdot\mathbf p\,V\boldsymbol\sigma\cdot\mathbf p$ vanishes, and

$$T_{aa'}=\frac{3aa'}{P}S_{aa'},\qquad V_{aa'}=-2Z\sqrt{P/\pi}\,S_{aa'},\qquad(\mathbf pV\!\cdot\mathbf p)_{aa'}=-\frac{8Zaa'}{\sqrt{\pi P}}S_{aa'}.\tag{30}$$

Diagonalizing $T$ in the metric of the overlap gives $p_i^2/2$ and the $\chi_i$, after which (4) and (5) apply with $V^S_{ij}=(\mathbf pV\!\cdot\mathbf p)_{ij}/p_ip_j$.

The analytic level checks this construction. The radial equations for $\kappa=-1$ and total energy $\epsilon$ are $c(G'-G/r)=(\epsilon+c^2+Z/r)F$ and $c(F'+F/r)=-(\epsilon-c^2+Z/r)G$. Put $G=r^\gamma e^{-\zeta r}$, $F=-\mu G$. The $1/r$ terms give $c(1-\gamma)=\mu Z$ and $c\mu(1+\gamma)=Z$, so $\gamma^2=1-(Z/c)^2$ and $\mu^2=(1-\gamma)/(1+\gamma)$. The constant terms give $c\zeta=\mu(\epsilon+c^2)$ and $c\mu\zeta=c^2-\epsilon$, so $\mu^2=(c^2-\epsilon)/(c^2+\epsilon)$ and $\epsilon=\gamma c^2$. The level is $c^2(\gamma-1)=-2973.4006\ E_h=-80910.4$ eV. The basis gives $-2973.3955\ E_h$, higher by $0.0051\ E_h$. This gap is an error of the finite basis. Most of it comes from the spacing of the exponents, and a smaller part from the missing steeper functions near the point nucleus. Errors below are relative to this basis value, which is the limit of the DKH sequence in the same basis when it converges. The digits below belong to this basis and are not converged to the figures shown. With 44 exponents from $10$ to $2\times10^{12}\ \mathrm{bohr}^{-2}$, where the gap to the analytic level falls to about $10^{-5}\ E_h$, the DKH2 to DKH4 levels drop by $0.004$ to $0.005\ E_h$ and the errors change by up to $10^{-3}\ E_h$ (DKH2 $+5.7126$, DKH4 $+0.2677$, exponential DKH5 $-0.1328$, exponential DKH6 $+0.0422\ E_h$). In that basis $dE/db=-2.557\times10^{-2}\ E_h$, the DKH5 spread is $0.348$ eV, the norms of $W_1$, $W_2$ and $X$ are larger by about $4\%$, $8\%$ and $23\%$, the Frobenius ratio is $0.80$, and the $b^2$ coefficient is $2.1\times10^{-5}\ E_h$ in magnitude. The signs and the ordering of the levels in $b$ are unchanged.

DKH2, DKH3 and DKH4 give $-2967.6839$, $-2973.9782$ and $-2973.1281\ E_h$, with errors $+5.7116$, $-0.5827$ and $+0.2674\ E_h$. The four parametrizations agree identically for DKH2 and DKH3, whose even terms involve only $a_1$ and $a_2$. In DKH4 the differing $a_3$ and $a_4$ do enter the arithmetic and cancel, leaving a rounding spread of $1.5\times10^{-11}\ E_h$.

The spectral norms are $\|W_1\|=9.57\times10^{-2}$, $\|W_2\|=1.00\times10^{-2}$ and $\|X\|=8.95\times10^{-6}$. Equation (28) gives $dE/db=-2.540574\times10^{-2}\ E_h$, of which $\mathcal E_1$ alone contributes $-2.791676\times10^{-2}\ E_h$. The McWeeny prediction is thus $-2.540574\times10^{-2}/3=-8.46858\times10^{-3}\ E_h$.

| form | DKH5 ($E_h$) | error ($E_h$) | shift ($10^{-3}E_h$) | Eq. (28) ($10^{-3}E_h$) |
|---|---|---|---|---|
| square root | $-2973.52348$ | $-0.12803$ | $+4.23380$ | $+4.23429$ |
| exponential | $-2973.52772$ | $-0.13227$ | $0$ | $0$ |
| Cayley | $-2973.52984$ | $-0.13438$ | $-2.11727$ | $-2.11714$ |
| McWeeny | $-2973.53619$ | $-0.14074$ | $-8.47052$ | $-8.46858$ |

The computed shifts lie below the predictions by $0.49$, $0.13$ and $1.94\times10^{-6}\ E_h$ for $b^2=1/36$, $1/144$ and $1/9$. The ratios to $b^2$ are all consistent, within the rounding of the table, with $1.75\times10^{-5}\ E_h$, with the sign and scaling of the second-order term noted after (28). The DKH5 spread is $0.0127\ E_h=0.346$ eV, about a tenth of the DKH5 error.

The operator changes much more than the level does. The Frobenius norm of $[X,\mathcal E_0]$ is $0.78$ times that of $\mathcal E_5^0$ in the upper block, so the McWeeny $\mathcal E_5$ differs from the exponential one by $0.78/3=26\%$ in this norm. The level moves by $0.0085\ E_h$, which is $2\%$ of the $0.3996\ E_h$ separating exponential DKH5 from DKH4. For $\lambda\to0$ in a fixed basis, (27) implies a smaller effect on the levels, since the fifth-order part of the change is a rotation that leaves eigenvalues alone. For a Coulomb state this argument is not sufficient, because the commutator of $X$ with $\mathcal E_1+\dots+\mathcal E_5^0$ in (28) need not be small compared with $[X,\mathcal E_0]$. The size of the ratio is not derived here, and it is a conjecture that part of it arises because the norm is dominated by high-momentum elements on which the 1s state has little weight.

At sixth order, write $S=1+bX+S_6$ with $S_6$ even and anti-Hermitian. Then $\Delta\mathcal E_6=b[X,\mathcal E_1]+[S_6,\mathcal E_0]$. The first term cancels the $\mathcal E_1$ contribution to (28), and the second is again a rotation, so DKH6 eigenvalues differ formally no earlier than seventh order. The seventh-order term is nonzero for generic blocks but can vanish, as it does for the lower level of the two-momentum model, where the difference is of eighth order. The computed DKH6 errors range from $+0.04128\ E_h$ (square root) to $+0.04297\ E_h$ (McWeeny), a spread of $0.0017\ E_h=0.046$ eV, with the ordering of the levels in $b$ reversed relative to DKH5. The program and its output follow.

## Computed results

```
exp: a2=1/2 a3=1/6 a4=1/24 b=0
sqrt: a2=1/2 a3=0 a4=-1/8 b=-1/6
Cayley: a2=1/2 a3=1/4 a4=1/8 b=1/12
McWeeny: a2=1/2 a3=1/2 a4=3/8 b=1/3
generic 3+3 exact test: parametrization sets passed = 5
model (units mc^2): p=0,24/7 E=1,25/7 s=3/5 q=4/5 v=1 V11=-1/3 V22=1/2
model omega = 21/160, McWeeny b = 1/3
model (dE5)_12 McWeeny-exp = -750141/5120000000 = -1.465119e-04 mc^2
model eigenvalue shift/lam^6: formula 9.116297e-05, computed at lam=1e-3 9.113341e-05 mc^2
model order of DKH5 eigenvalue error vs exact Dirac = 6.001
W73+: Z=74, c=137.035999 au, Z/c=0.54000, 22 exponents 40..9.095e+09 bohr^-2
Dirac 1s analytic = -2973.4006 Eh = -80910.4 eV
Dirac 1s in basis = -2973.3955 Eh
spectral norms: W1=9.5743e-02 W2=1.0003e-02 X=8.9497e-06
Frobenius ratio |[X,E0]|/|E5(exp)|, upper blocks = 7.7932e-01
DKH2 1s = -2967.6839 Eh, spread 0.0e+00 Eh, error +5.7116 Eh
DKH3 1s = -2973.9782 Eh, spread 0.0e+00 Eh, error -0.5827 Eh
DKH4 1s = -2973.1281 Eh, spread 1.5e-11 Eh, error +0.2674 Eh
d(eps)/db = -2.540574e-02 Eh, part from E1 alone = -2.791676e-02 Eh
DKH5 exp: -2973.52772 Eh, error -0.13227 Eh
   shift vs exp +0.00000e+00 Eh, predicted -0.00000e+00 Eh
DKH5 sqrt: -2973.52348 Eh, error -0.12803 Eh
   shift vs exp +4.23380e-03 Eh, predicted +4.23429e-03 Eh
DKH5 Cayley: -2973.52984 Eh, error -0.13438 Eh
   shift vs exp -2.11727e-03 Eh, predicted -2.11714e-03 Eh
DKH5 McWeeny: -2973.53619 Eh, error -0.14074 Eh
   shift vs exp -8.47052e-03 Eh, predicted -8.46858e-03 Eh
DKH6 exp: -2973.35361 Eh, error +0.04185 Eh
DKH6 sqrt: -2973.35417 Eh, error +0.04128 Eh
DKH6 Cayley: -2973.35332 Eh, error +0.04213 Eh
DKH6 McWeeny: -2973.35248 Eh, error +0.04297 Eh
DKH5 spread over parametrizations = 1.27043e-02 Eh = 0.3457 eV
DKH6 spread over parametrizations = 1.68922e-03 Eh = 0.0460 eV
```
